Distance dependence of backscattering from remote charge in a silicon channel

**Problem.** Electrons move in a thin layer under the oxide of a silicon transistor at 300 K. Their in-plane mass is m = 0.19 mₑ. A fixed point charge of magnitude e lies in the oxide at distance t from the silicon surface.

(a) To first order in the charge's potential, over what added distance does the squared matrix element for reversing a thermal electron fall to 1/e of its value?

(b) How does a high-permittivity layer or a metal gate above the charge change this distance?

(c) Does the mobility limited by such charges follow the same law?

(d) Is first order good enough for a single charge?

For numbers, take relative permittivities 11.7 for silicon and 3.9 for the oxide, an electron density n = 10¹² cm⁻², a mean electron depth of 2 nm, and a starting distance t = 1 nm.

**Solution**

**The wavevector that the charge must supply**

Let z point into the silicon, with its surface at z = 0 and the charge at z = −t. An electron in the lowest subband has the state exp(i**k**·**r**) ζ(z)/√A, where **r** is the in-plane position and A the area. Let φ(**r**,z) be the electrostatic potential of a positive charge e. The matrix element of eφ between **k** and **k′** is M(q)/A, with

M(q) = e ∫ dz ζ²(z) φ_q(z),  φ_q(z) = ∫ d²r exp(−i**q**·**r**) φ(**r**,z),  **q** = **k′** − **k**.

The actual potential energy is −eφ for an electron near a positive charge; the sign drops out of the square. A static charge conserves energy, so |**k′**| = |**k**| = k. For a deflection angle θ,

q² = 2k²(1 − cos θ) = 4k² sin²(θ/2),  q = 2k sin(θ/2).

Reversal means θ = π, hence q = 2k.

**The fall-off in a uniform oxide**

Let the oxide be uniform from the silicon to far beyond the charge. Fourier transformation of Poisson's equation in the oxide gives

d²φ_q/dz² − q²φ_q = −[e/(ε₀ε_ox)] δ(z + t).

The direct field decays on both sides of the charge, so it has the form C exp(−q|z + t|). Its slope changes by −2qC across z = −t, and the delta function requires a change of −e/(ε₀ε_ox). Thus C = e/(2ε₀ε_ox q), and the wave reaching the silicon surface has amplitude

D = [e/(2ε₀ε_ox q)] exp(−qt).

The silicon sends back a wave that decays into the oxide, where nothing reflects it again. If the silicon and its electrons respond linearly, every field in the silicon is proportional to D. Images, screening and the shape of ζ² then enter through a factor F(q) independent of t:

M(q,t) = F(q) exp(−qt).

For reversal, q = 2k and

|M|² = F²(2k) exp(−4kt).

An added distance L reduces this to 1/e of its value when 4kL = 1:

L = 1/(4k).

**What F contains**

First omit screening by the channel electrons. Between charge and silicon the potential is D exp(−qz) + R exp(qz); in the silicon it is B exp(−qz). Continuity of potential and of normal displacement at z = 0 gives

D + R = B,  ε_ox(D − R) = ε_Si B.

Multiplying the first equation by ε_ox and adding the second gives 2ε_ox D = (ε_ox + ε_Si)B, so

B = e exp(−qt)/[ε₀q(ε_ox + ε_Si)].

For the electron profile take ζ² = b³z² exp(−bz)/2, whose mean depth is 3/b; here b = 1.5 nm⁻¹. Since ∫₀^∞ z² exp[−(b+q)z] dz = 2/(b+q)³, the unscreened factor is

F₀(q) = {e²/[ε₀q(ε_ox + ε_Si)]} [b/(b+q)]³.

Now let the electrons respond with a fixed depth profile. A potential energy M changes their density by −ΠM, where Π = ∂n/∂μ and μ is the chemical potential. If S(q) is the repulsion energy between two such profiles, images included, then

M = M₀ − SΠM,  M = M₀/(1 + SΠ).

Neither S nor Π depends on t in a uniform oxide at fixed n, so screening changes the size of |M|² but not L.

**The thermal wavevector**

In two dimensions a parabolic band has a constant density of states. For a dilute gas the mean energy is therefore

⟨E⟩ = ∫₀^∞ E exp(−E/k_BT) dE / ∫₀^∞ exp(−E/k_BT) dE = (k_BT)²/(k_BT) = k_BT.

Taking this as the thermal energy, ħ²k²/(2m) = k_BT gives

k = √(2mk_BT)/ħ,  L = ħ/[4√(2mk_BT)].

At 300 K, k_BT = 25.85 meV and k = 0.359 nm⁻¹. Therefore

L = 1/(4 × 0.359 nm⁻¹) = 0.70 nm.

This answers (a). The squared element is multiplied by 0.24 for 1 nm of added distance and by 0.057 for 2 nm; there is no cutoff at 0.7 nm.

As a test, the layered Poisson equation was solved numerically with the electron profile and screening included. Moving the charge from 1 nm to 1 nm + L multiplied |M|² by 0.36788, which agrees with 1/e to the digits shown. At 1 nm, M(2k) is 0.244 eV nm² without screening and 0.202 eV nm² with it.

**A few cases**

Because L varies as 1/√(mE), the choice of energy matters. Each row changes only the stated condition.

| Case | L (nm) |
|---|---:|
| E = k_BT, 300 K | 0.70 |
| E = k_BT/2, 300 K | 0.98 |
| E = 3k_BT/2, 300 K | 0.57 |
| E = k_BT, 77 K | 1.37 |
| E = k_BT, 400 K | 0.60 |
| mass 0.916 mₑ along the motion | 0.32 |
| mean energy at n = 10¹³ cm⁻² | 0.52 |

The heavy mass applies to the other valleys of a (001) channel, along one in-plane direction. The last row includes Fermi statistics in a single subband. With two valleys and two spins, the number of states per area within k_BT is

N_T = 4mk_BT/(2πħ²) = 4.1 × 10¹² cm⁻².

At 10¹² cm⁻² and 300 K the mean energy is 1.06k_BT and L is 0.68 nm, so the dilute estimate serves. At 77 K, N_T falls to about 1.05 × 10¹² cm⁻², close to n, so the gas is no longer dilute, its mean energy exceeds k_BT, and L at the mean energy is shorter than the 77 K row. At 10¹³ cm⁻² the mean energy is 1.77k_BT, and L = 0.696/√1.77 = 0.52 nm.

**A high-permittivity layer and a gate**

For (b), let the oxide be an interlayer of thickness t, with the charge at its upper boundary. Above it lies a material of permittivity ε_h. Without screening, the field entering the silicon fixes the slope at its surface: ε_ox φ′(0) = −ε_Si qφ(0). Hence, in the interlayer,

φ(z) = φ(0)[cosh qz − (ε_Si/ε_ox) sinh qz].

At its upper edge this gives

φ(−t) = φ(0)[cosh qt + (ε_Si/ε_ox) sinh qt],

ε_ox φ′(−t⁺) = −qφ(0)[ε_ox sinh qt + ε_Si cosh qt].

Just above the charge, write ε_h φ′(−t⁻) = Yqφ(−t). An unbounded upper layer has φ ∝ exp[q(z+t)], so Y = ε_h. A grounded metal at height h above the charge requires φ ∝ sinh[q(z+t+h)], so Y = ε_h coth qh. Gauss's law across the charge reads

ε_ox φ′(−t⁺) − ε_h φ′(−t⁻) = −e/ε₀.

Substitution gives φ(0) = e/(ε₀qQ), where

Q = (ε_Si + Y) cosh qt + (ε_ox + Yε_Si/ε_ox) sinh qt.

Writing the hyperbolic functions as exponentials and factorizing their coefficients gives

Q = P exp(qt) − N exp(−qt),

P = (ε_Si + ε_ox)(Y + ε_ox)/(2ε_ox),

N = (ε_Si − ε_ox)(Y − ε_ox)/(2ε_ox).

The squared potential varies as 1/Q², so its logarithmic rate of fall is

−d ln φ²(0)/dt = 2q [P exp(qt) + N exp(−qt)]/[P exp(qt) − N exp(−qt)].

When ε_Si and Y both exceed ε_ox, N is positive and the fall is faster than exp(−2qt). For qt ≫ 1 the N terms vanish and the simple exponential returns. If instead Y = ε_ox, then N = 0 and the uniform-oxide law holds at every t.

For ε_h = 20 the numerical solution with screening gives a 1/e distance, starting at 1 nm, of 0.62 nm. This holds both for an unbounded upper layer and for a 2 nm layer under metal. The charge moves with the boundary as the interlayer thickens; upper-layer thickness and electron density are held fixed. The added gate makes little difference here: at q = 2k it raises Y only from 20 to 20 coth(1.44) = 22.4, which changes the unscreened ratio N/P from 0.34 to 0.35.

**Relaxation and mobility**

For (c), return to the uniform oxide. Loss of forward momentum weights each deflection by 1 − cos θ. The first-order relaxation rate for independent charges is therefore

1/τ(k) ∝ ∫₀^π dθ (1 − cos θ) F²(q) exp[−4kt sin(θ/2)],  q = 2k sin(θ/2).

Differentiating its logarithm gives

−d ln(1/τ)/dt = 4k⟨sin(θ/2)⟩,

where the average uses the integrand as weight. Since sin(θ/2) is below one except at reversal, the rate must fall more slowly than the reversal element. For E = k_BT its 1/e distance from 1 nm is 1.39 nm. The weighted mean of sin(θ/2) over that interval is thus 0.696/1.39 = 0.50: the typical transfer is k, not 2k.

At large t the fall becomes a power law. Small angles dominate, with 1 − cos θ ≈ θ²/2 and q ≈ kθ. As q → 0, M₀ and S approach the same diverging function of q, so F(0) = 1/Π is finite. Hence

1/τ ∝ [F²(0)/2] ∫₀^∞ θ² exp(−2kθt) dθ = F²(0)/(2kt)³.

This inverse-cube limit requires kt ≫ 1, a t large compared with the distances that set the variation of F, and no nearby gate. It is approached slowly: for these numbers the rate is 0.50 of the limit at t = 10 nm and 0.93 at 100 nm, so the limit is not reached at the distances of a thin gate oxide.

For a dilute gas, a driving field produces a current weighted by v²τ exp(−E/k_BT). In two dimensions the mean of v² along the field is E/m, so

μ_mob = (e/m) ∫₀^∞ Eτ(E) exp(−E/k_BT) dE/(k_BT)².

With the first-order τ and the charge density in the oxide held fixed, this mobility grows by a factor e when the charges move from 1 nm to 1 nm + 1.36 nm. The 0.70 nm law should not be used for mobility.

Averaging the reversal element itself over the dilute thermal distribution gives a still longer 1/e distance, 2.8 nm. Its logarithmic slope is 4 times the weighted mean k, which is therefore 1/(4 × 2.82 nm) = 0.089 nm⁻¹ over this interval, a quarter of the thermal value. Slow electrons dominate this average, whereas the factor Eτ in the mobility reduces their share.

**Scattering beyond first order**

For (d), let V = −M for an attractive positive charge and V = +M for a repulsive negative one. The full amplitude T for scattering from this fixed, screened potential obeys

T(**p**,**k**) = V(**p**−**k**) + ∫ [d²p′/(2π)²] V(**p**−**p′**) T(**p′**,**k**)/(E − ħ²p′²/2m + i0).

Its second-order term contains two deflections. If the intermediate wavevector lies on the line between **k** and −**k**, the two transfers add up to 2k. Their exponentials then multiply to exp(−2kt), the same factor as in first order. Repeated scattering therefore has no extra exponential suppression, and its prefactors matter.

They are not small. Here Π = (N_T/k_BT)[1 − exp(−n/N_T)], which follows from n = N_T ln[1 + exp(μ/k_BT)]. The values above give F(0) = 1/Π ≈ 2.9 eV nm². The natural scale for comparison is 2ħ²/m = 4k_BT/k² ≈ 0.80 eV nm², so small-angle coupling is strong.

Solving the equation in partial waves for t = 1 nm gives these squared reversal amplitudes, relative to first order:

- attractive charge: 0.21, with a further factor of 0.28 on moving away by L;
- repulsive charge: 2.1, with a further factor of 0.53 on moving away by L.

First order would give 1 and 0.37 for both. Dividing L by minus the logarithm of each further factor gives mean 1/e distances of about 0.55 nm and 1.1 nm over this interval. Thus 0.70 nm is a first-order scale, not an accurate law for either single charge. The distances of part (c) shift as well. To all orders in the same screened potential, the mean relaxation distance at E = k_BT becomes about 1.7 nm for either sign, instead of 1.39 nm. The mean mobility distance becomes about 1.5 nm for attractive and 1.3 nm for repulsive charges, instead of 1.36 nm. The factors themselves are estimates, because linear screening is strained here. At t = 1 nm the potential energy directly below the charge, averaged over the electron profile, has a magnitude of about 36 meV, which exceeds k_BT. Multiplied by Π, it gives a density change of about 1.2 × 10¹² cm⁻², more than n itself, so linear response would make the density near a repulsive charge negative. As a test of the partial-wave solution, the two lowest phase shifts for the attractive charge at 1 nm were also found by integration in real space; apart from multiples of π, which do not affect the scattering, they agreed within 0.0003 rad.

**Use for a real transistor**

The example resembles a silicon transistor in moderate inversion, with a silicon-dioxide-like interlayer roughly 1 nm thick under a hafnium-based oxide and a metal gate. Such a stack breaks the uniform-oxide assumption, which moves the first-order distance from 0.70 to 0.62 nm in this model. Strong inversion at 10¹³ cm⁻² moves the uniform-oxide value to 0.52 nm. Scattering beyond first order moves the uniform-oxide value to about 0.55 nm for an attractive charge and 1.1 nm for a repulsive one.

Two further corrections, estimated here, are smaller for these numbers. Replacing E by E(1 + αE) in the band relation, with a rough α = 0.5 eV⁻¹, gives 0.69 nm. For a 3.1 eV barrier and an oxide mass of 0.5 mₑ, the electron density decays by a factor of 3 × 10⁻⁶ across 1 nm of oxide, so overlap with the charge is negligible; this factor is not a leakage current. The channel electrons alone produce an oxide field of 0.46 MV/cm, far below the rough 10 MV/cm scale of breakdown.

The model places all electrons in the lowest subband. In a real channel at 300 K and 10¹² cm⁻², a large share occupies higher subbands, including those of the other valleys, with different depth profiles and in-plane masses. The numbers therefore describe the lowest subband, not the whole channel. The model also omits remote phonons, transitions between subbands, correlations between charges, nonlinear screening, and the dependence of Π on wavevector and frequency. A static, linear Π(q) would leave the first-order reversal distance in a uniform oxide unchanged, since it enters F alone, but it alters the size of M and the other distances. For this thermal gas Π(2k) is about 0.59 of Π(0), which moves the screened M(2k) toward its unscreened value and shifts the first-order relaxation and mobility distances from 1.39 and 1.36 nm to about 1.36 and 1.33 nm. The numerical output gives the remaining digits.

Computed values

```
In-plane mass: 0.19 m_e
Temperature: 300 K
Thermal energy kT: 25.85 meV
Thermal wavevector k: 0.3591 1/nm
Backscattering transfer 2k: 0.7181 1/nm
MAIN: 1/e distance L: 0.6963 nm
Poisson solution: squared fall over L: 0.36788
exp(-1): 0.36788
Squared fall over 1 nm: 0.2378
Squared fall over 2 nm: 0.05656
Permittivity Si: 11.7
Permittivity SiO2: 3.9
Electron density: 1e+12 cm^-2
Mean electron depth: 2 nm
Starting charge distance: 1 nm
Screened M(2k) at start: 0.2024 eV nm^2
Bare M(2k) at start: 0.2436 eV nm^2
L if E = kT/2: 0.9847 nm
L if E = 3kT/2: 0.5685 nm
L at 77 K: 1.374 nm
L at 400 K: 0.603 nm
L for heavy in-plane mass 0.916: 0.3171 nm
L with nonparabolicity 0.5/eV: 0.6918 nm
Thermal state density: 4.104e+12 cm^-2
Mean energy/kT at 1e+12 cm^-2: 1.063
L at that mean energy, 1e+12 cm^-2: 0.6755 nm
Mean energy/kT at 1e+13 cm^-2: 1.765
L at that mean energy, 1e+13 cm^-2: 0.5241 nm
High-k permittivity: 20
High-k thickness under gate: 2 nm
1/e distance, thick high-k, no gate: 0.6231 nm
1/e distance, high-k and metal gate: 0.6199 nm
1/e distance, thermal mean of backscattering: 2.824 nm
1/e distance, relaxation rate at E = kT: 1.394 nm
e-fold distance of remote-charge mobility: 1.361 nm
All orders/first order squared, attractive: 0.211
All-orders squared fall over L, attractive: 0.284
All orders/first order squared, repulsive: 2.08
All-orders squared fall over L, repulsive: 0.525
Largest phase-shift discrepancy: 0.00026 rad
Oxide barrier: 3.1 eV
Oxide tunnelling mass: 0.5 m_e
Penetration factor through 1 nm oxide: 2.9e-06
Oxide field from channel electrons: 0.464 MV/cm
```
